**Multiphonon capture through the imaginary-time saddle**

The program evaluates a three-mode capture coefficient $C$ for released energy $E$ on real-time and shifted contours. The shift $\tau$ minimizes the logarithm of the integrand on the imaginary-time axis, and $K$ is the integral of the absolute integrand divided by the absolute integral. Assertions compare the shifted quadrature with explicit sums over diagonalized oscillator states, and check the peak bound, contour independence, the tilted mean, the saddle estimate, the energy slope and the broadening law. At $E=2.5$ eV, $K$ falls from $7.5\times10^{20}$ on the real axis to 1.005 at the saddle. Double-precision real-time quadrature then gives a negative coefficient, while 50-digit arithmetic on the same grid recovers the saddle value of $1.04\times10^{-29}$ cm³/s. The output also shows that stiffening the final modes by about 5% raises this coefficient by $1.4\times10^5$, so numerical precision does not imply physical accuracy.

## Verification by program

```python
"""
Result under test: a multimode multiphonon capture rate
    k = (1/hbar) * integral du f(u)
is unchanged when u is moved to s + i*tau. At the minimum tau of ln f(i*tau)
the integrand has the size of the answer, so the cancellation that ruins
double-precision real-time quadrature at large energy release disappears.

Symbols: u = time/hbar (1/eV); gap = zero-phonon energy released (eV);
S = Huang-Rhys factors; G = sqrt(S); COUPLING multiplies x = a + a^dagger
(eV); n = thermal occupations; SIGMA = Gaussian line width (eV);
L = broadened golden-rule line shape (eV); K = integral|f| / |integral f|.
Final minima lie at x = -2G relative to the initial minima.
The parameters are round, in the rough regime of a deep acceptor in GaN.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

HBAR = sc.hbar / sc.e
KB = sc.k / sc.e
EPS = np.finfo(float).eps
MODES = np.array([22, 37, 58])          # meV, integers for an exact grid
STIFF = np.array([23, 39, 61])          # meV, stiffened final modes
W = MODES * 1e-3
S = np.array([3.0, 5.0, 2.0])
G = np.sqrt(S)
COUPLING = np.array([5.0, 8.0, 10.0]) * 1e-3
SIGMA = 0.005
CELL = 1.1e-21                          # cm^3
TEMP = 300.0
STEP = 2 * np.pi / 8.0                  # spectral replicas 8 eV apart
LOW, HIGH = -800, 3600                  # meV, stick grid for each mode


def occupation(temp):
    return 1 / np.expm1(W / (KB * temp))


def exponent_and_prefactor(u, gap, n, sigma):
    u = np.asarray(u, dtype=complex)[..., None]
    down = (n + 1) * np.exp(-1j * W * u)
    up = n * np.exp(1j * W * u)
    time = u[..., 0]
    exponent = (S * (down + up - 2 * n - 1)).sum(-1)
    exponent = exponent + 1j * gap * time - 0.5 * (sigma * time) ** 2
    mean = (COUPLING * G * (down - up - 1)).sum(-1)
    prefactor = mean ** 2 + (COUPLING ** 2 * (down + up)).sum(-1)
    return exponent, prefactor


def log_peak(tau, gap, n, sigma=SIGMA):
    e, p = exponent_and_prefactor(1j * tau, gap, n, sigma)
    return float(e.real + np.log(p.real))


def find_saddle(gap, n, sigma=SIGMA):
    res = minimize_scalar(lambda t: log_peak(t, gap, n, sigma),
                          bounds=(0, 120), method="bounded",
                          options={"xatol": 1e-9})
    return res.x


def line_integral(gap, n, tau, sigma=SIGMA):
    """Return L, the integral of |f|, and max|f| on the line Im u = tau."""
    half = int(13 / sigma / STEP)
    u = STEP * np.arange(-half, half + 1) + 1j * tau
    e, p = exponent_and_prefactor(u, gap, n, sigma)
    f = np.exp(e) * p
    return (STEP * f.sum().real / (2 * np.pi),
            STEP * np.abs(f).sum(), np.abs(f).max())


def saddle_line_shape(gap, n, sigma=SIGMA):
    return line_integral(gap, n, find_saddle(gap, n, sigma), sigma)[0]


def capture(line_shape):
    return CELL * 2 * np.pi / HBAR * line_shape


def mode_sticks(k, final_mev, temp):
    """Thermal products of matrix elements from numerical diagonalization."""
    size, n_final, n_initial = 200, 81, 61
    a = np.diag(np.sqrt(np.arange(1.0, size + 2)), 1)
    x, d = a + a.T, a.T - a
    w = float(MODES[k])
    shifted = x + 2 * G[k] * np.eye(size + 2)
    h = -w / 4 * d @ d + final_mev ** 2 / (4 * w) * shifted @ shifted
    energy, vec = eigh(h[:size, :size])
    ladder = final_mev * np.arange(n_final)
    assert np.allclose(energy[:n_final] - energy[0], ladder, atol=1e-6)
    overlap = vec[:n_initial, :n_final]
    linear = (x[:size, :size] @ vec)[:n_initial, :n_final]
    b = W[k] / (KB * temp)
    m = np.arange(n_initial)
    prob = ((1 - np.exp(-b)) * np.exp(-b * m))[:, None]
    released = final_mev * np.arange(n_final)[None, :] - MODES[k] * m[:, None]
    keep = (released >= LOW) & (released <= HIGH)
    index = (released[keep] - LOW).astype(int)
    products = (overlap ** 2, overlap * linear, linear ** 2)
    return [np.bincount(index, weights=(prob * q)[keep],
                        minlength=HIGH - LOW + 1) for q in products]


def stick_spectrum(final_modes, temp):
    modes = [mode_sticks(k, int(final_modes[k]), temp) for k in range(3)]
    total = 0.0
    for k in range(3):
        for l in range(k, 3):
            q = [modes[j][int(j == k) + int(j == l)] for j in range(3)]
            weight = COUPLING[k] * COUPLING[l] * (1 if k == l else 2)
            total = total + weight * np.convolve(np.convolve(q[0], q[1]), q[2])
    return (3 * LOW + np.arange(len(total))) * 1e-3, total


def broaden(spectrum, gap):
    energy, weight = spectrum
    gauss = np.exp(-0.5 * ((gap - energy) / SIGMA) ** 2)
    return (weight * gauss).sum() / (SIGMA * np.sqrt(2 * np.pi))


def real_time_50_digits(gap, n):
    """Same real-axis grid as line_integral, with 50 decimal digits."""
    mp.mp.dps = 50
    w, s, g, c, occ = [[mp.mpf(float(v)) for v in arr]
                       for arr in (W, S, G, COUPLING, n)]
    step, sig, en = mp.mpf(STEP), mp.mpf(SIGMA), mp.mpf(gap)
    total = mp.mpf(0)
    for j in range(int(13 / SIGMA / STEP) + 1):
        u = j * step
        expo = mp.mpc(-(sig * u) ** 2 / 2, en * u)
        mean, spread = mp.mpc(0), mp.mpc(0)
        for k in range(3):
            phase = mp.expj(-w[k] * u)
            down, up = (occ[k] + 1) * phase, occ[k] * mp.conj(phase)
            expo += s[k] * (down + up - 2 * occ[k] - 1)
            mean += c[k] * g[k] * (down - up - 1)
            spread += c[k] ** 2 * (down + up)
        value = (mp.exp(expo) * (mean ** 2 + spread)).real
        total += value if j == 0 else 2 * value
    return float(total * step / (2 * mp.pi))


n300 = occupation(TEMP)
relax = float((S * W).sum())
print("Mode energies (meV):", MODES)
print("Huang-Rhys factors:", S, " total:", S.sum())
print("Linear couplings (meV):", COUPLING * 1e3)
print("Thermal occupations at 300 K:", np.round(n300, 4))
print(f"Relaxation energy: {relax:.3f} eV")
print(f"Line width sigma: {SIGMA*1e3:.1f} meV")
print(f"Supercell volume: {CELL*1e21:.2f} nm^3")
print(f"Quadrature step: {STEP:.4f} 1/eV; "
      f"points: {2*int(13/SIGMA/STEP)+1}")

sticks = stick_spectrum(MODES, TEMP)
results = {}
for gap in (1.0, 1.5, 2.0, 2.5):
    tau = find_saddle(gap, n300)
    shape, area, peak = line_integral(gap, n300, tau)
    real_shape, real_area, _ = line_integral(gap, n300, 0.0)
    k_saddle = area / (2 * np.pi * shape)
    k_real = real_area / (2 * np.pi * shape)
    error = abs(real_shape / shape - 1)
    direct = broaden(sticks, gap)
    # Eigenvector components carry absolute rounding errors, which limits
    # the relative accuracy of the explicit sum in the far tail.
    assert abs(direct / shape - 1) < 1e-5
    assert peak <= np.exp(log_peak(tau, gap, n300)) * (1 + 1e-11)
    assert k_saddle < 1.5
    # Phase rounding and summation may exceed one epsilon per term.
    assert error < 100 * EPS * k_real + 1e-12
    h = 0.5
    curvature = (log_peak(tau + h, gap, n300) + log_peak(tau - h, gap, n300)
                 - 2 * log_peak(tau, gap, n300)) / h ** 2
    estimate = np.exp(log_peak(tau, gap, n300)) / np.sqrt(2*np.pi*curvature)
    assert abs(estimate / shape - 1) < 0.05
    slope = np.log(saddle_line_shape(gap + 0.02, n300)
                   / saddle_line_shape(gap - 0.02, n300)) / 0.04
    assert abs(slope / -tau - 1) < 0.10
    drop = log_peak(0, gap, n300) - log_peak(tau, gap, n300)
    results[gap] = (tau, shape, real_shape, slope)
    print(f"E={gap:.1f} eV: saddle {tau:.3f} 1/eV; log peak drop {drop:.3f}")
    print(f"  K real {k_real:.3e}; K saddle {k_saddle:.4f}")
    print(f"  relative error of real-time quadrature {error:.2e}")
    print(f"  C saddle {capture(shape):.4e}; "
          f"C state sum {capture(direct):.4e} cm^3/s")
    print(f"  saddle formula/quadrature {estimate/shape:.4f}; "
          f"d ln C/dE {slope:.2f} 1/eV")

# The first derivative condition must give the mean of the tilted sticks.
tau1 = results[1.0][0]
energy, weight = sticks
use = energy < 2.5                     # excludes amplified rounding noise
tilted = weight[use] * np.exp(tau1 * (energy[use] - 1.0))
tilted_mean = (tilted * energy[use]).sum() / tilted.sum() + SIGMA**2 * tau1
assert abs(tilted_mean - 1.0) < 1e-5
print(f"Tilted mean for E=1.0 eV: {tilted_mean:.7f} eV")

tau2, deep, deep_real, deep_slope = results[2.5]
precise = real_time_50_digits(2.5, n300)
assert abs(precise / deep - 1) < 1e-10
assert abs(deep_real / deep - 1) > 10
print(f"E=2.5 eV, real time, double: C={capture(deep_real):.3e} cm^3/s")
print(f"E=2.5 eV, real time, 50 digits: C={capture(precise):.4e} cm^3/s")
print(f"  50-digit/saddle relative difference: {abs(precise/deep-1):.1e}")

fractions = (0.0, 0.5, 0.8, 1.0, 1.2)
factors = []
for fraction in fractions:
    shape, area, _ = line_integral(2.5, n300, fraction * tau2)
    factor = area / (2 * np.pi * deep)
    factors.append(factor)
    assert abs(shape / deep - 1) < 100 * EPS * factor + 1e-11
    print(f"E=2.5 eV, tau/saddle={fraction:.1f}: K={factor:.3e}")
assert int(np.argmin(factors)) == fractions.index(1.0)

# Artificial broadening, tested by doubling the line width.
wide = saddle_line_shape(2.5, n300, 2 * SIGMA)
measured = np.log(wide / deep)
predicted = 1.5 * (SIGMA * tau2) ** 2
assert abs(measured / predicted - 1) < 0.10
print(f"Doubling sigma at 2.5 eV: factor {wide/deep:.4f}, "
      f"predicted {np.exp(predicted):.4f}")
print(f"Estimated inflation by sigma itself: "
      f"{np.exp(0.5*(SIGMA*tau2)**2):.4f}")

# Neglected effects and operating temperature.
stiff = stick_spectrum(STIFF, TEMP)
print("Stiffened final modes (meV):", STIFF)
for gap in (1.0, 2.5):
    ratio = broaden(stiff, gap) / results[gap][1]
    hot = saddle_line_shape(gap, occupation(400.0)) / results[gap][1]
    level = np.exp(-0.1 * results[gap][3])
    print(f"E={gap:.1f} eV: stiffening factor {ratio:.3f}; "
          f"400 K/300 K {hot:.3f}")
    print(f"  factor for E lower by 0.1 eV, from slope: {level:.2f}")

mass, dielectric = 1.0, 10.0
rydberg = sc.value("Rydberg constant times hc in eV") * mass / dielectric**2


def attraction(x):
    z = 2 * np.pi * np.sqrt(rydberg / (KB * TEMP * x))
    return 2 / np.sqrt(np.pi) * np.sqrt(x) * np.exp(-x) * z / -np.expm1(-z)


sommerfeld = quad(attraction, 0, 60)[0]
limit = 4 * np.sqrt(np.pi * rydberg / (KB * TEMP))
assert abs(sommerfeld / limit - 1) < 0.05
print(f"Hole mass {mass:.1f} m_e; dielectric constant {dielectric:.1f}")
print(f"Coulomb attraction factor: {sommerfeld:.2f}; limit {limit:.2f}")
print(f"Hole C with attraction: "
      f"{capture(results[1.0][1])*sommerfeld:.3e} cm^3/s")

dipole_nm, index = 0.1, 2.4
photon = 2.5 - relax
omega = photon / HBAR
radiative = CELL * index * omega**3 * (sc.e * dipole_nm * 1e-9)**2
radiative /= 3 * np.pi * sc.epsilon_0 * sc.hbar * sc.c**3
print(f"Dipole length {dipole_nm:.2f} nm; refractive index {index:.1f}")
print(f"Photon {photon:.3f} eV; radiative C {radiative:.3e} cm^3/s")
print(f"Radiative/multiphonon C at 2.5 eV: {radiative/capture(deep):.2e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Mode energies (meV): [22 37 58]
Huang-Rhys factors: [3. 5. 2.]  total: 10.0
Linear couplings (meV): [ 5.  8. 10.]
Thermal occupations at 300 K: [0.7452 0.3141 0.1187]
Relaxation energy: 0.367 eV
Line width sigma: 5.0 meV
Supercell volume: 1.10 nm^3
Quadrature step: 0.7854 1/eV; points: 6621
E=1.0 eV: saddle 15.754 1/eV; log peak drop 4.065
  K real 7.236e+01; K saddle 1.0171
  relative error of real-time quadrature 4.44e-15
  C saddle 1.0805e-10; C state sum 1.0805e-10 cm^3/s
  saddle formula/quadrature 1.0070; d ln C/dE -16.46 1/eV
E=1.5 eV: saddle 26.054 1/eV; log peak drop 14.740
  K real 4.052e+06; K saddle 1.0083
  relative error of real-time quadrature 9.58e-10
  C saddle 1.9293e-15; C state sum 1.9293e-15 cm^3/s
  saddle formula/quadrature 1.0027; d ln C/dE -26.45 1/eV
E=2.0 eV: saddle 32.845 1/eV; log peak drop 29.558
  K real 1.302e+13; K saddle 1.0059
  relative error of real-time quadrature 2.26e-03
  C saddle 6.0047e-22; C state sum 6.0047e-22 cm^3/s
  saddle formula/quadrature 1.0020; d ln C/dE -33.13 1/eV
E=2.5 eV: saddle 37.938 1/eV; log peak drop 47.307
  K real 7.526e+20; K saddle 1.0047
  relative error of real-time quadrature 6.51e+04
  C saddle 1.0388e-29; C state sum 1.0388e-29 cm^3/s
  saddle formula/quadrature 1.0016; d ln C/dE -38.16 1/eV
Tilted mean for E=1.0 eV: 1.0000000 eV
E=2.5 eV, real time, double: C=-6.760e-25 cm^3/s
E=2.5 eV, real time, 50 digits: C=1.0388e-29 cm^3/s
  50-digit/saddle relative difference: 3.3e-15
E=2.5 eV, tau/saddle=0.0: K=7.526e+20
E=2.5 eV, tau/saddle=0.5: K=5.212e+06
E=2.5 eV, tau/saddle=0.8: K=2.055e+01
E=2.5 eV, tau/saddle=1.0: K=1.005e+00
E=2.5 eV, tau/saddle=1.2: K=3.140e+01
Doubling sigma at 2.5 eV: factor 1.0557, predicted 1.0555
Estimated inflation by sigma itself: 1.0182
Stiffened final modes (meV): [23 39 61]
E=1.0 eV: stiffening factor 4.208; 400 K/300 K 2.428
  factor for E lower by 0.1 eV, from slope: 5.18
E=2.5 eV: stiffening factor 141653.683; 400 K/300 K 106.132
  factor for E lower by 0.1 eV, from slope: 45.42
Hole mass 1.0 m_e; dielectric constant 10.0
Coulomb attraction factor: 16.27; limit 16.26
Hole C with attraction: 1.758e-09 cm^3/s
Dipole length 0.10 nm; refractive index 2.4
Photon 2.133 eV; radiative C 9.726e-14 cm^3/s
Radiative/multiphonon C at 2.5 eV: 9.36e+15
ALL CHECKS PASSED
```
